Why Σ r·F is not the pressure of a periodic cell

A perfect face-centred cubic crystal, squeezed so that its atoms repel one another, is under a static pressure of 0.1511 eV/Å³, or 24.2 GPa. The force on every atom in it is zero, so the sum of r·F over the atoms in the cell is zero as well. A sum that vanishes in a strongly compressed solid cannot be its pressure. Something that pushes on the cell without pushing on any atom has been left out.

**The counter-example**

The model has four atoms in a cubic cell of edge a = 4 Å and volume V = 64 Å³. They interact, across all periodic images, through

φ(d) = A exp(−d²/2w²), A = 50 eV, w = 0.8 Å.

These are round model parameters. The static pressure is P = −dE/dV, where E is the energy per cell and the volume changes by uniform scaling at fixed fractional coordinates. If all lengths are multiplied by λ, then V ∝ λ³ and dV/dλ = 3V at λ = 1, so

−dE/dλ = −(dE/dV)(3V) = 3PV.

Scaling changes each pair energy at the rate dφ/dλ = d φ′(d) = −φ d²/w². There are 4·12/2 = 24 nearest-neighbour pairs per cell, with d² = 8 Å², and 4·6/2 = 12 second-neighbour pairs, with d² = 16 Å²:

3PV ≈ 24·(50 e^(−6.25))·12.5 + 12·(50 e^(−12.5))·25 ≈ 28.957 + 0.056 ≈ 29.01 eV.

A finite difference of the energy also gives 29.01 eV, and division by 3V = 192 Å³ gives the pressure quoted above. The forces vanish because each atom sits at a centre of inversion: inversion reverses a force but leaves the crystal unchanged. The repulsions on an atom cancel as vectors, while their contributions to −dE/dλ all have the same sign and add.

Now move atom 1 from the origin to (0.20, 0.10, 0.05) Å. The forces no longer vanish, and W = Σ r_i·F_i can be evaluated with all atoms in the cell [0, a):

atom 1: 0.20(−1.1813) + 0.10(−0.6094) + 0.05(−0.3065) = −0.3125 eV
atom 2, at (0, 2, 2) Å: 2(0.3108 + 0.1599) = 0.9414 eV
atom 3, at (2, 0, 2) Å: 2(0.6404 + 0.1831) = 1.6470 eV
atom 4, at (2, 2, 0) Å: 2(0.6638 + 0.3690) = 2.0656 eV

The sum is W = 4.342 eV. An equally valid description of the same crystal lists the periodic image of atom 1 at r_1 + a_1, where a_1 is the lattice vector of length a along x. The forces do not change, but W changes by

F_1·a_1 = −1.18125·4 = −4.725 eV,

which makes it −0.383 eV. Writing X for the missing term, derived below, the image choices compare as follows, in eV:

all atoms in [0, a): W = 4.342, X = 25.856, W + X = 30.198
all atoms in [−a/2, a/2): W = −4.967, X = 35.164, W + X = 30.198
atom 1 moved by +a_1: W = −0.383, X = 30.581, W + X = 30.198
atom 1 moved by −a_1: W = 9.067, X = 21.131, W + X = 30.198

The true pressure is 30.198/192 = 0.1573 eV/Å³, or 25.2 GPa. Over these four choices W/3V ranges from −0.026 to 0.047 eV/Å³ and does not even have a definite sign; moving atom 1 by further multiples of a_1 shifts W by 4.725 eV each time, without bound.

A larger cell made by repetition is no cure. Doubling the cell along a_1 gives

W_double = Σ r_i·F_i + Σ (r_i + a_1)·F_i = 2W + a_1·Σ F_i = 2W,

since the forces sum to zero by translation invariance. The volume doubles too, so W/3V stays at 0.0226 eV/Å³ for the first image choice.

**The correct statement**

Let the columns of the matrix h be the lattice vectors, so that V = det h, and let E(r, h) be the energy per cell as a function of the atomic positions and the cell. Assume that E is differentiable and that it is unchanged when any atom is moved by a lattice vector. With F_i = −∂E/∂r_i at fixed h,

3PV = W + X,
W = Σ_i r_i·F_i,
X = −Σ_ab h_ab (∂E/∂h_ab) at fixed r.

Unless the forces vanish, W and X each depend on the images chosen, but their sum does not.

*Proof.* Write r_i = h s_i. Keeping the fractional coordinates s_i fixed while h → λh means that r_i → λr_i. Both arguments of E(λr, λh) change, and the chain rule at λ = 1 gives

dE/dλ = Σ_i r_i·(∂E/∂r_i) + Σ_ab h_ab (∂E/∂h_ab) = −W − X.

Since −dE/dλ = 3PV, the first claim follows.

For the second, choose new images r_i′ = r_i + h n_i with integer vectors n_i. The forces are unchanged, so

W′ = W + Σ_i F_i·(h n_i).

The cell derivative must now be taken at fixed r′. By periodicity, E(r′, h) = E(r′ − hn, h) for every h. When h varies at fixed r′, the original position r_i = r_i′ − h n_i therefore moves, with ∂r_ia/∂h_ab = −n_ib. Using ∂E/∂r_ia = −F_ia,

(∂E/∂h_ab) at fixed r′ = (∂E/∂h_ab) at fixed r + Σ_i F_ia n_ib.

Multiplying by −h_ab and summing gives

X′ = X − Σ_i F_i·(h n_i),

and hence W′ + X′ = W + X. ∎

The periodicity assumption matters. A uniform external field acting on charged atoms, for example, gives an energy that changes when an atom is moved by a lattice vector, and the invariance argument then fails.

The same chain rule applies to a general small strain, r → (1 + ε)r and h → (1 + ε)h:

Π_ab = −∂E/∂ε_ab = Σ_i F_ia r_ib − Σ_c (∂E/∂h_ac) h_bc, P = (Π_xx + Π_yy + Π_zz)/3V.

An antisymmetric ε is an infinitesimal rotation of atoms and cell together. If E is also invariant under rotations, as it is for the pair model, this costs no energy, so Π is symmetric. The first term alone need not be: with atom 1 moved by +a_1, its xy and yx elements are 0.964 and −1.962 eV, while both elements of Π are 0.209 eV. Finite differences test all nine components, in the cubic cell and in a sheared one.

**What the missing term contains**

For pair forces X can be written out. Let

E = ½ Σ_ij Σ_L φ(|d|), d = r_i − r_j + L, L = hn,

without the terms d = 0, and let g = −φ′(|d|) d/|d| be the force on atom i from the image of j. At fixed r, h enters through L alone, so ∂E/∂h_ab = −½ Σ g_a n_b and

X = ½ Σ g·L.

The force on atom i is the sum of g over j and L, so W = Σ r_i·g. Exchanging i with j and L with −L reverses g, which gives W = −Σ r_j·g as well. The mean of the two forms is

W = ½ Σ g·(r_i − r_j), and therefore W + X = ½ Σ g·d.

W uses the separation of the listed atoms, even where the force acts between one atom and a distant image of the other. X supplies the lattice vector that turns this into the true separation.

Two limits follow.

1. *An isolated molecule.* If the molecule is listed unbroken and nothing interacts across the cell boundary, g = 0 for every L ≠ 0, so X = 0 and W is the whole scaling derivative. With all images removed, the four displaced atoms give W = 10.106 eV, equal to −dE/dλ. Here r·F is sufficient, and it is independent of the origin because the forces sum to zero.
2. *A relaxed crystal.* If every F_i is zero, W = 0 and 3PV = X for every image choice. The whole pressure is in the explicit cell derivative.

Away from equilibrium, what is held fixed matters. At fixed Cartesian positions −dE/dV would be X/3V, which depends on the images. Fixed fractional coordinates give an answer that does not.

**Electrons**

The proof uses no pair forces, so it also covers a Born–Oppenheimer energy, with occupations and fractional k-points held fixed. A chain of period L, with two Gaussian wells of depth D and width σ per cell and a filled lowest band, shows this. In atomic units the potential couples plane waves differing by q through

V_q = −(D σ √(2π)/L) exp(−q²σ²/2) Σ_j exp(−iq x_j).

Scale L at fixed fractional positions and a fixed set of plane-wave integers. Every wavevector varies as 1/L, so the kinetic energy T varies as 1/L². The phases q x_j stay fixed, the prefactor 1/L contributes −V_q to L dV_q/dL, and the Gaussian contributes +q²σ² V_q. The occupied states are eigenvectors, so their own change drops out at first order (Hellmann–Feynman):

−L dE/dL = 2⟨T⟩ + ⟨(1 − q²σ²)V_q⟩.

For D = 1 hartree, σ = 0.7 bohr, L = 8 bohr, wells at 1.0 and 4.4 bohr and two electrons per cell, this operator expression gives −10.479 eV. For one image choice W = −9.524 and X = −0.955 eV; with the second well moved by L they are −31.935 and 21.456 eV. Both pairs add to −10.479 eV. These numbers use 25 plane waves and 8 k-points; a finer mesh moves W and X by up to 0.001 eV and leaves their sum at −10.479 eV. This value is the scaling derivative of the band energy alone. A pair repulsion between the ions that decreases steadily with distance, such as a Gaussian or Yukawa form, would add a positive term, since every g·d in ½ Σ g·d is then positive, and the sign of the total would depend on its strength and range. An oscillating tail, as screening in a metal produces, can contribute with either sign.

**Atoms in motion**

At temperature T the configurational integral in fractional coordinates is V^N ∫ ds exp(−E/kT). Differentiating kT ln Z with respect to λ gives 3NkT from V^N and ⟨W + X⟩ from the exponential. Since ⟨2K⟩ = 3NkT, where K is now the kinetic energy of the atoms,

3PV = ⟨2K + W + X⟩.

In one dimension the left side is PL. For two atoms with the same φ on a ring of length 5 Å at kT = 0.1 eV, differentiating the free energy numerically and averaging the right side both give 7.866 eV.

Adding 2K does not rescue the naive formula. Let G = Σ p_i·r_i along continuous, unwrapped paths. Then

dG/dt = Σ p_i·(dr_i/dt) + Σ r_i·F_i = 2K + W,

and the average over a time τ is [G(τ) − G(0)]/τ. In a solid with zero total momentum G stays bounded, so this average tends to zero at any compression. In an 8 ps constant-energy simulation of the compressed crystal, with atoms of mass 30 u and zero total momentum, the mean of 2K is 0.582 eV and that of W is −0.583 eV. The mean of X is 31.72 eV, and it carries essentially all of 3PV. The resulting pressure is 0.165 eV/Å³, or 26.5 GPa. These are averages over one trajectory; other starting velocities with the same energy give a mean X between 31.68 and 31.84 eV and a pressure between 26.4 and 26.6 GPa. With the total momentum held at zero, K lacks the centre-of-mass share present in the canonical formula, 3kT out of 3NkT, a quarter for four atoms. Taking 2K = 9kT as an estimate (four atoms do not share their energy evenly among the modes in 8 ps), this share is 0.582/3 ≈ 0.19 eV, about 0.6% of 3PV.

A container with real walls is different. Its walls exert a force −P per unit area along the outward normal, which adds −P ∮ r·dA = −3PV to the mean of Σ r·F. The vanishing average then reads ⟨2K + W_int⟩ − 3PV = 0, where W_int contains the forces between the particles. That is the setting in which r·F does yield the pressure. A periodic cell has no walls, and X takes their place.

Wrapping atoms back into the cell brings in a further arbitrary choice. An atom that crosses a face to the right has its listed position changed by −a while p_x > 0; one that crosses to the left has it changed by +a while p_x < 0. Either way G jumps by −a|p_x|. The mean of 2K + W accounts for the smooth changes of G alone, so it is raised by a|p_x|/τ per crossing. With cell faces through the atomic sites it comes to 4.95 eV in this run, the sum of a|p|/τ over some 670 crossings; other starting velocities with the same energy give 5.2 to 6.0 eV. With faces between the sites, 1 Å from each, there are no crossings, since no atom moves more than about 0.3 Å along any axis. The mean is then −0.0002 eV in this run and within 0.02 eV of zero in the others. Neither is near the correct 31.72 eV, and the difference between them comes from where the faces were drawn.

Calculated quantities

```
Model: A = 50.0 eV, w = 0.8 A, cell edge = 4.0 A, V = 64.0 A^3
Conversion: 1 eV/A^3 = 160.2177 GPa
PERFECT LATTICE
energy per cell = 2.31880 eV; largest force below 1e-10 eV/A: True
W = 0.00000 eV, X = 29.01336 eV
-dE/dlambda by finite difference = 29.01336 eV
true static pressure = 0.151111 eV/A^3 = 24.211 GPa
DISPLACED LATTICE: atom 1 moved by [0.2  0.1  0.05] A
atom 1: r = (0.20, 0.10, 0.05) A, F = (-1.18125, -0.60940, -0.30650) eV/A
atom 2: r = (0.00, 2.00, 2.00) A, F = (-0.12296, 0.31082, 0.15988) eV/A
atom 3: r = (2.00, 0.00, 2.00) A, F = (0.64041, -0.07042, 0.18312) eV/A
atom 4: r = (2.00, 2.00, 0.00) A, F = (0.66381, 0.36901, -0.03650) eV/A
all in [0,1): W = 4.34157, X = 25.85624, W+X = 30.19781 eV; W/3V = 0.022612 eV/A^3
all in [-1/2,1/2): W = -4.96660, X = 35.16441, W+X = 30.19781 eV; W/3V = -0.025868 eV/A^3
atom 1 by +a1: W = -0.38344, X = 30.58124, W+X = 30.19781 eV; W/3V = -0.001997 eV/A^3
atom 1 by -a1: W = 9.06658, X = 21.13123, W+X = 30.19781 eV; W/3V = 0.047222 eV/A^3
predicted jump F_1.a1 = -4.72501 eV
same choice, tensor: W_xy = 0.96357, W_yx = -1.96232, (W+X)_xy = 0.20933, (W+X)_yx = 0.20933 eV
true static pressure = 0.157280 eV/A^3 = 25.199 GPa
doubled cell: W = 8.68314 eV, W/3V = 0.022612 eV/A^3
isolated cluster: W = 10.10635 eV, -dE/dlambda = 10.10635 eV
ELECTRONIC CHAIN: L = 4.2334 A, sites = 0.5292, 2.3284 A, 2 electrons per cell
well depth = 27.2114 eV, well width = 0.3704 A, 25 plane waves, 8 k-points
first choice: W = -9.52437, X = -0.95463, W+X = -10.47899, operator value = -10.47899 eV
site 2 by +L: W = -31.93464, X = 21.45564, W+X = -10.47899, operator value = -10.47899 eV
THERMAL RING: kT = 0.10 eV, L = 5.0 A; PL from free energy = 7.86562 eV, from 2K+W+X = 7.86562 eV
DYNAMICS: mass = 30.0 u, step = 1.0 fs, run = 8.0 ps
total-energy spread = 0.000252 eV
mean 2K = 0.58221 eV, mean W (unwrapped) = -0.58339 eV
mean 2K+W = -0.00117 eV, change of G over run time = -0.00089 eV
mean X = 31.72384 eV, mean 2K+W+X = 31.72267 eV
mean 2K+W, wrapped, faces through atoms = 4.95089 eV
mean 2K+W, wrapped, faces between atoms = -0.00018 eV
true mean pressure = 0.165222 eV/A^3 = 26.472 GPa
```
